# Positron lifetime at a silicon vacancy, with grid and supercell errors: verification in Python

```python
"""Positron lifetimes in bulk silicon and at an unrelaxed silicon vacancy.

Result under test: 1/lifetime = pi alpha^3 integral |psi|^2 n gamma(n), where
psi is the lowest positron state in V = sum of neutral-atom potentials + Vcorr(n),
n is the superposed atomic electron density, gamma the contact enhancement and
alpha the fine-structure constant. Algebra is in atomic units.
BN = Boronski-Nieminen; AP = Arponen-Pajanne; GGA = Barbiellini correction.
Grid and supercell errors of the vacancy lifetime are measured separately.
"""
import itertools
import numpy as np
from scipy import constants as sc, fft
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import gto, dft

BOHR = sc.physical_constants['Bohr radius'][0] * 1e10
HARTREE = sc.physical_constants['Hartree energy in eV'][0]
TIME_PS = sc.physical_constants['atomic unit of time'][0] * 1e12
RATE = np.pi * sc.fine_structure**3
LATTICE_A = 5.43
A = LATTICE_A / BOHR
BOND = np.sqrt(3) * A / 4
CUT = 14.0                      # range of atomic tables, bohr
FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
SITES = np.vstack([FCC, FCC + .25]) * A
NEIGHBOURS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def make_atom(n3s, n3p):
    """Spherical LDA silicon atom: table of r*v, ln n, d ln n/d ln r."""
    shells = [[0, [0.03 * 2.2**k, 1.0]] for k in range(20)]
    shells += [[1, [0.03 * 2.2**k, 1.0]] for k in range(14)]
    mol = gto.M(atom='Si 0 0 0', basis={'Si': shells}, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = 'lda,vwn'
    occ = np.zeros(mol.nao)
    occ[:5], occ[5], occ[6:9] = 2, n3s, n3p / 3
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())

    def density(points):
        ao = mol.eval_gto('GTOval_sph', points)
        return np.sum((ao @ dm) * ao, axis=1)

    x = np.linspace(np.log(1e-5), np.log(30), 1500)
    r = np.exp(x)
    n = density(r[:, None] * np.array([[1., 0, 0]]))
    sample = np.array([0.1, 1., 3., 6.])
    turned = density(sample[:, None] * np.array([[.6, 0, .8]]))
    straight = density(sample[:, None] * np.array([[1., 0, 0]]))
    assert np.allclose(turned, straight, rtol=1e-4)
    charge = CubicSpline(x, 4 * np.pi * r**3 * n).antiderivative()(x)
    shell = CubicSpline(x, 4 * np.pi * r**2 * n).antiderivative()(x)
    rv = 14 - charge - r * (shell[-1] - shell)
    assert abs(charge[-1] - 14) < 1e-4
    slope = CubicSpline(x, np.log(n))(x, 1)
    table = CubicSpline(x, np.column_stack([rv, np.log(n), slope]))
    # Gauss-law potential against analytic Gaussian integrals
    for radius in (1.0, 3.0, 6.0):
        with mol.with_rinv_origin((radius, 0., 0.)):
            electrons = np.sum(mol.intor('int1e_rinv') * dm)
        assert abs(14 / radius - electrons - profile(table, radius)[0]) < 1e-5
    return table, charge[-1], mf.e_tot


def profile(table, r):
    t = table(np.log(r))
    n = np.exp(t[..., 1])
    return t[..., 0] / r, n, n * t[..., 2] / r


def add_atom(fields, length, centre, table, sign=1):
    """Add potential, density and density gradient of one periodic atom."""
    n = fields.shape[1]
    x = (np.arange(n) + .5) * length / n
    reach = int(np.ceil(CUT / length))
    axes = []
    for c in np.asarray(centre) % length:
        pieces = []
        for s in range(-reach, reach + 1):
            d = x - c - s * length
            keep = np.flatnonzero(abs(d) < CUT)
            if keep.size:
                cut = slice(keep[0], keep[-1] + 1)
                pieces.append((cut, d[cut]))
        axes.append(pieces)
    for (i, dx), (j, dy), (k, dz) in itertools.product(*axes):
        d = (dx[:, None, None], dy[None, :, None], dz[None, None, :])
        r = np.sqrt(d[0]**2 + d[1]**2 + d[2]**2)
        inside = r < CUT
        if not inside.any():
            continue
        v, den, slope = profile(table, r[inside])
        block = np.zeros((5,) + r.shape)
        block[0][inside], block[1][inside] = v, den
        radial = np.zeros_like(r)
        radial[inside] = slope / r[inside]
        for axis in range(3):
            block[2 + axis] = radial * d[axis]
        fields[:, i, j, k] += sign * block


def crystal(n, table):
    fields = np.zeros((5, n, n, n))
    for site in SITES:
        add_atom(fields, A, site, table)
    return fields


def vacancy(perfect, cells, table, shift=0.0):
    """Remove the atom at the origin; move its neighbours outward by shift."""
    fields = np.tile(perfect, (1, cells, cells, cells))
    add_atom(fields, cells * A, np.zeros(3), table, -1)
    if shift:
        for u in NEIGHBOURS / np.sqrt(3):
            add_atom(fields, cells * A, u * BOND, table, -1)
            add_atom(fields, cells * A, u * (BOND + shift), table)
    return fields


def correlation_branches(rs):
    """Four density ranges of the correlation potential, hartree."""
    n = 3 / (4 * np.pi * rs**3)
    log = np.log(rs)
    return [(-1.56 / np.sqrt(rs) + (.051 * log - .081) * log + 1.14) / 2,
            (-.92305 - .05459 / rs**2) / 2,
            (-13.15111 / (rs + 2.5)**2 + 2.8655 / (rs + 2.5) - .6298) / 2,
            (-179856.2768 * n**2 + 186.4207 * n - .524) / 2]


def gamma_bn(rs, inverse_eps=0.0):
    return (1 + 1.23 * rs + .8295 * rs**1.5 - 1.26 * rs**2
            + .3286 * rs**2.5 + (1 - inverse_eps) * rs**3 / 6)


def functional(fields, kind='BN'):
    """Return positron potential and contact density n*gamma."""
    n = fields[1]
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    b = correlation_branches(rs)
    vc = np.select([rs < .302, rs < .56, rs < 8], b[:3], b[3])
    if kind == 'BN':
        gamma = gamma_bn(rs)
    elif kind == 'BN, eps=12':
        gamma = gamma_bn(rs, 1 / 12)
    else:
        gamma = 1 + 1.23 * rs - .0742 * rs**2 + rs**3 / 6
        if kind == 'AP-GGA':
            screening2 = 4 * (3 * np.pi**2 * n)**(1 / 3) / np.pi
            eps = np.sum(fields[2:]**2, axis=0) / (n**2 * screening2)
            gamma = 1 + (gamma - 1) * np.exp(-.22 * eps)
            vc = vc * np.exp(-.22 * eps / 3)
    return fields[0] + vc, n * gamma


def ground_state(potential, length, guess, anti=False, stencil=False):
    """Lowest state by preconditioned three-vector Rayleigh-Ritz steps."""
    n = potential.shape[0]
    h = length / n
    twist = np.pi / length if anti else 0.0
    if anti:
        forward, inverse, last = fft.fftn, fft.ifftn, fft.fftfreq
    else:
        forward, last = fft.rfftn, fft.rfftfreq

        def inverse(f):
            return fft.irfftn(f, s=potential.shape)
    t = []
    for freq in (fft.fftfreq, fft.fftfreq, last):
        q = 2 * np.pi * freq(n, h) + twist
        fd = (15 - 16 * np.cos(q * h) + np.cos(2 * q * h)) / (12 * h**2)
        t.append(fd if stencil else q**2 / 2)
    kinetic = t[0][:, None, None] + t[1][None, :, None] + t[2][None, None, :]

    def apply(f):
        return inverse(kinetic * forward(f)) + potential * f

    x = guess / np.linalg.norm(guess)
    hx, old = apply(x), None
    for _ in range(400):
        energy = np.vdot(x, hx).real
        residual = hx - energy * x
        if np.linalg.norm(residual) < 3e-6:
            return energy, x
        w = inverse(forward(residual) / (kinetic + .2))
        trial = [(w, apply(w))] + ([old] if old is not None else [])
        vec, img = [x], [hx]
        for v, hv in trial:
            size = np.linalg.norm(v)
            v, hv = v / size, hv / size
            for q, hq in zip(vec, img):
                c = np.vdot(q, v)
                v, hv = v - c * q, hv - c * hq
            size = np.linalg.norm(v)
            if size > 1e-7:
                vec.append(v / size)
                img.append(hv / size)
        small = np.array([[np.vdot(p, hq) for hq in img] for p in vec])
        c = np.linalg.eigh((small + small.conj().T) / 2)[1][:, 0]
        step = sum(ci * v for ci, v in zip(c[1:], vec[1:]))
        hstep = sum(ci * v for ci, v in zip(c[1:], img[1:]))
        x, hx, old = c[0] * x + step, c[0] * hx + hstep, (step, hstep)
        size = np.linalg.norm(x)
        x, hx = x / size, hx / size
    raise AssertionError('positron state not converged')


def mean(psi, f):
    return np.sum(abs(psi)**2 * f) / np.sum(abs(psi)**2)


def solve(fields, length, guess, kind='BN', **options):
    potential, contact = functional(fields, kind)
    energy, psi = ground_state(potential, length, guess, **options)
    return energy, TIME_PS / (RATE * mean(psi, contact)), psi


def nearest_offset(n, length):
    x = (np.arange(n) + .5) * length / n
    return (x + length / 2) % length - length / 2


def local_guess(psi_bulk, cells, anti=False):
    psi = np.tile(psi_bulk, (cells,) * 3)
    d = nearest_offset(psi.shape[0], cells * A)
    dx, dy, dz = d[:, None, None], d[None, :, None], d[None, None, :]
    psi = psi * np.exp(-.2 * np.sqrt(dx**2 + dy**2 + dz**2))
    if anti:
        psi = psi * np.exp(-1j * np.pi / (cells * A) * (dx + dy + dz))
    return psi


# Published functional: joins, and dilute limit against positronium
joins = []
for index, rs_join in enumerate((.302, .56, 8.0)):
    b = correlation_branches(rs_join)
    joins.append(abs(b[index] - b[index + 1]))
assert max(joins) < .005        # the published fits join to a few mHa
step = .01
radius = step * np.arange(1, 6001)
_, u = eigh_tridiagonal(2 / step**2 - 1 / radius,
                        -np.ones(5999) / step**2, select='i',
                        select_range=(0, 0))
u = u[:, 0] / np.sqrt(step)
slope0 = 2 * u[0] / step - u[1] / (2 * step)
ps_contact = slope0**2 / (4 * np.pi)
rs_dilute = 1e8
dilute = 3 / (4 * np.pi * rs_dilute**3) * gamma_bn(rs_dilute)
assert abs(dilute / ps_contact - 1) < 2e-3

# Atom and bulk grid series
table, electrons, atom_energy = make_atom(2, 2)
perfect, bulk = {}, {}
for n in (12, 16, 20, 24, 32):
    perfect[n] = crystal(n, table)
    bulk[n] = solve(perfect[n], A, np.ones((n,) * 3))
assert abs(bulk[32][1] - bulk[24][1]) < 1.0
fd_bulk = solve(perfect[32], A, bulk[32][2], stencil=True)
assert abs(fd_bulk[1] - bulk[32][1]) < 1.0   # independent discretization

# Iterative solver against an explicitly built dense matrix
n = 8
pot, _ = functional(crystal(n, table))
x = np.arange(n) * A / n
q = 2 * np.pi * np.arange(-n // 2, n // 2) / A
t1 = np.sum(q**2 / 2 * np.cos(q * (x[:, None, None] - x[None, :, None])),
            axis=2) / n
one = np.eye(n)
dense = (np.kron(np.kron(t1, one), one) + np.kron(np.kron(one, t1), one)
         + np.kron(np.kron(one, one), t1) + np.diag(pot.ravel()))
e_dense = eigh(dense, eigvals_only=True, subset_by_index=[0, 0])[0]
assert abs(e_dense - ground_state(pot, A, np.ones((n,) * 3))[0]) < 1e-7

# Vacancy: grid series in the 64-site cell
grid = {}
for n in (12, 16, 20, 24):
    f = vacancy(perfect[n], 2, table)
    grid[n] = solve(f, 2 * A, local_guess(bulk[n][2], 2))
    if n == 16:
        fields64 = f
assert abs(grid[24][1] - grid[20][1]) < 1.0

# Subtracted fields against an explicit sum over the remaining atoms
shifts = np.array(list(itertools.product(range(-4, 6), repeat=3))) * A
atoms = (shifts[:, None, :] + SITES[None]).reshape(-1, 3)
fraction = atoms / (2 * A)
removed = np.all(abs(fraction - np.round(fraction)) < 1e-8, axis=1)
atoms = atoms[~removed]


def direct(point):
    r = np.linalg.norm(atoms - point, axis=1)
    v, den, _ = profile(table, r[r < CUT])
    return np.array([v.sum(), den.sum()])


where = (3, 2, 1)
point = (np.array(where) + .5) * A / 16
assert np.allclose(direct(point), fields64[(slice(0, 2),) + where], atol=1e-8)
for axis in range(3):
    d = .01 * np.eye(3)[axis]
    slope = (direct(point + d)[1] - direct(point - d)[1]) / .02
    assert abs(slope - fields64[(2 + axis,) + where]) < 1e-4

# Annihilation integral as a derivative of the eigenvalue
pot, contact = functional(fields64)
eta = .01
e_up = ground_state(pot + eta * contact, 2 * A, grid[16][2])[0]
e_down = ground_state(pot - eta * contact, 2 * A, grid[16][2])[0]
derivative = (e_up - e_down) / (2 * eta)
assert abs(derivative / mean(grid[16][2], contact) - 1) < 2e-3

# Supercell series and boundary conditions, 16 points per cubic cell
fields216 = vacancy(perfect[16], 3, table)
fields512 = vacancy(perfect[16], 4, table)
size = {2: grid[16],
        3: solve(fields216, 3 * A, local_guess(bulk[16][2], 3)),
        4: solve(fields512, 4 * A, local_guess(bulk[16][2], 4))}
anti = {2: solve(fields64, 2 * A, local_guess(bulk[16][2], 2, True),
                 anti=True),
        3: solve(fields216, 3 * A, local_guess(bulk[16][2], 3, True),
                 anti=True)}
assert size[3][0] < size[4][0] < anti[3][0]
assert abs(size[4][0] - size[3][0]) < .5 * abs(size[3][0] - size[2][0])
assert abs(size[4][1] - size[3][1]) < 2.0
fine216 = solve(vacancy(perfect[20], 3, table), 3 * A,
                local_guess(bulk[20][2], 3))
additive = size[3][1] + grid[20][1] - grid[16][1]
assert abs(additive - fine216[1]) < .5

tau_vac = size[4][1] + grid[24][1] - grid[16][1]
binding = (bulk[16][0] - size[4][0]
           + (bulk[24][0] - grid[24][0]) - (bulk[16][0] - grid[16][0]))
assert binding > 0 and tau_vac > bulk[32][1]
kappa = np.sqrt(2 * binding)
split = {c: anti[c][0] - size[c][0] for c in anti}
split_ratio = split[3] / split[2]
split_law = 2 / 3 * np.exp(-kappa * A)
# free mass and nearest-image hopping make this an order-of-magnitude law
assert 1 / 2.5 < split_ratio / split_law < 2.5

# Effects left out of the main model, 216 sites and 16 points per cell
variants = {}
for kind in ('BN, eps=12', 'AP-LDA', 'AP-GGA'):
    variants[kind] = (solve(perfect[16], A, bulk[16][2], kind)[1],
                      solve(fields216, 3 * A, size[3][2], kind)[1])
assert all(g > l for g, l in zip(variants['AP-GGA'], variants['AP-LDA']))
table_sp3, _, _ = make_atom(1, 3)
perfect_sp3 = crystal(16, table_sp3)
variants['BN, 3s1 3p3 atoms'] = (
    solve(perfect_sp3, A, bulk[16][2])[1],
    solve(vacancy(perfect_sp3, 3, table_sp3), 3 * A, size[3][2])[1])
shift = .05 * BOND
moved = {s: solve(vacancy(perfect[16], 3, table, s * shift), 3 * A,
                  size[3][2]) for s in (-1, 1)}
assert moved[-1][1] < size[3][1] < moved[1][1]

# Thermal detrapping: continuum prefactor against a sum of box states
kt = sc.k * 300 / sc.e / HARTREE
states_per_volume = (kt / (2 * np.pi))**1.5
box = 1000.0
levels = (2 * np.pi * np.arange(-300, 301) / box)**2 / 2
assert abs((np.exp(-levels / kt).sum() / box)**3 / states_per_volume - 1) < 1e-6
concentration = 1e17 * (BOHR * 1e-8)**3
detrap = states_per_volume / concentration * np.exp(-binding / kt)

d = nearest_offset(64, 4 * A)
distance = np.sqrt(d[:, None, None]**2 + d[None, :, None]**2
                   + d[None, None, :]**2)
inside = mean(size[4][2], distance < BOND)

print(f'lattice parameter {LATTICE_A:.2f} A; bond {BOND * BOHR:.4f} A')
print(f'atomic table cutoff {CUT * BOHR:.3f} A')
print(f'atom: electrons {electrons:.6f}; energy {atom_energy * HARTREE:.2f} eV')
print(f'largest join mismatch of Vcorr {max(joins) * HARTREE:.4f} eV')
print(f'positronium contact density {ps_contact / BOHR**3:.5f} A^-3')
print(f'dilute limit of n*gamma {dilute / BOHR**3:.5f} A^-3')
for n, (e, tau, _) in bulk.items():
    print(f'bulk, {n} points/cell, spacing {LATTICE_A / n:.4f} A: '
          f'E {e * HARTREE:.4f} eV, lifetime {tau:.2f} ps')
print(f'bulk, difference stencil, 32 points/cell: {fd_bulk[1]:.2f} ps')
for n, (e, tau, _) in grid.items():
    print(f'vacancy, 64 sites, {n} points/cell: E {e * HARTREE:.4f} eV, '
          f'binding {(bulk[n][0] - e) * HARTREE:.4f} eV, {tau:.2f} ps')
for c, (e, tau, _) in size.items():
    print(f'vacancy, {8 * c**3} sites, periodic, 16 points/cell: '
          f'E {e * HARTREE:.4f} eV, {tau:.2f} ps')
for c, (e, tau, _) in anti.items():
    both = 2 / (1 / tau + 1 / size[c][1])
    print(f'vacancy, {8 * c**3} sites, antiperiodic: E {e * HARTREE:.4f} eV, '
          f'{tau:.2f} ps; mean-rate lifetime {both:.2f} ps')
print(f'boundary splitting ratio 216/64: {split_ratio:.4f}; '
      f'decay estimate {split_law:.4f}')
print(f'216 sites, 20 points/cell: direct {fine216[1]:.2f} ps, '
      f'additive {additive:.2f} ps')
print(f'eigenvalue derivative {derivative / BOHR**3:.5f} A^-3; '
      f'contact integral {mean(grid[16][2], contact) / BOHR**3:.5f} A^-3')
for label, f, psi in (('bulk', perfect[16], bulk[16][2]),
                      ('vacancy', fields512, size[4][2])):
    seen = mean(psi, f[1])
    enhancement = mean(psi, functional(f)[1]) / seen
    print(f'{label}: electron density seen {seen / BOHR**3:.4f} A^-3; '
          f'mean enhancement {enhancement:.3f}')
print(f'positron within one bond length of vacancy: {100 * inside:.1f} %')
print(f'decay length 1/kappa {BOHR / kappa:.3f} A')
print(f'FINAL bulk lifetime {bulk[32][1]:.2f} ps = {bulk[32][1] / 1000:.4f} ns')
print(f'FINAL vacancy lifetime {tau_vac:.2f} ps = {tau_vac / 1000:.4f} ns')
print(f'FINAL vacancy/bulk ratio {tau_vac / bulk[32][1]:.4f}')
print(f'FINAL binding energy {binding * HARTREE:.4f} eV')
print(f'reference for variants, BN: bulk {bulk[16][1]:.2f} ps, '
      f'vacancy {size[3][1]:.2f} ps')
for label, (tb, tv) in variants.items():
    print(f'{label}: bulk {tb:.2f} ps, vacancy {tv:.2f} ps, '
          f'ratio {tv / tb:.4f}')
for s, (e, tau, _) in moved.items():
    print(f'neighbours moved {s * shift * BOHR:+.4f} A: {tau:.2f} ps, '
          f'binding {(bulk[16][0] - e) * HARTREE:.4f} eV')
print(f'thermal energy at 300 K {kt * HARTREE:.5f} eV')
print(f'detrapping/trapping at 300 K, 1e17 cm^-3: {detrap:.3e}')
print('done: every assertion held')
```

It prints:

```
lattice parameter 5.43 A; bond 2.3513 A
atomic table cutoff 7.408 A
atom: electrons 14.000000; energy -7842.25 eV
largest join mismatch of Vcorr 0.0954 eV
positronium contact density 0.26849 A^-3
dilute limit of n*gamma 0.26856 A^-3
bulk, 12 points/cell, spacing 0.4525 A: E -1.1153 eV, lifetime 209.38 ps
bulk, 16 points/cell, spacing 0.3394 A: E -1.1152 eV, lifetime 209.90 ps
bulk, 20 points/cell, spacing 0.2715 A: E -1.1152 eV, lifetime 210.02 ps
bulk, 24 points/cell, spacing 0.2262 A: E -1.1151 eV, lifetime 210.05 ps
bulk, 32 points/cell, spacing 0.1697 A: E -1.1151 eV, lifetime 210.05 ps
bulk, difference stencil, 32 points/cell: 210.04 ps
vacancy, 64 sites, 12 points/cell: E -1.5637 eV, binding 0.4484 eV, 235.62 ps
vacancy, 64 sites, 16 points/cell: E -1.5638 eV, binding 0.4486 eV, 236.08 ps
vacancy, 64 sites, 20 points/cell: E -1.5638 eV, binding 0.4486 eV, 236.18 ps
vacancy, 64 sites, 24 points/cell: E -1.5637 eV, binding 0.4486 eV, 236.20 ps
vacancy, 64 sites, periodic, 16 points/cell: E -1.5638 eV, 236.08 ps
vacancy, 216 sites, periodic, 16 points/cell: E -1.5019 eV, 240.40 ps
vacancy, 512 sites, periodic, 16 points/cell: E -1.4952 eV, 241.62 ps
vacancy, 64 sites, antiperiodic: E -1.4370 eV, 247.40 ps; mean-rate lifetime 241.61 ps
vacancy, 216 sites, antiperiodic: E -1.4882 eV, 242.97 ps; mean-rate lifetime 241.68 ps
boundary splitting ratio 216/64: 0.1083; decay estimate 0.1200
216 sites, 20 points/cell: direct 240.49 ps, additive 240.49 ps
eigenvalue derivative 0.56637 A^-3; contact integral 0.56637 A^-3
bulk: electron density seen 0.1417 A^-3; mean enhancement 4.495
vacancy: electron density seen 0.1080 A^-3; mean enhancement 5.123
positron within one bond length of vacancy: 52.9 %
decay length 1/kappa 3.166 A
FINAL bulk lifetime 210.05 ps = 0.2100 ns
FINAL vacancy lifetime 241.74 ps = 0.2417 ns
FINAL vacancy/bulk ratio 1.1509
FINAL binding energy 0.3800 eV
reference for variants, BN: bulk 209.90 ps, vacancy 240.40 ps
BN, eps=12: bulk 217.54 ps, vacancy 250.47 ps, ratio 1.1514
AP-LDA: bulk 183.68 ps, vacancy 209.26 ps, ratio 1.1393
AP-GGA: bulk 206.80 ps, vacancy 239.11 ps, ratio 1.1562
BN, 3s1 3p3 atoms: bulk 207.22 ps, vacancy 240.18 ps, ratio 1.1591
neighbours moved -0.1176 A: 223.36 ps, binding 0.1767 eV
neighbours moved +0.1176 A: 256.37 ps, binding 0.6375 eV
thermal energy at 300 K 0.02585 eV
detrapping/trapping at 300 K, 1e17 cm^-3: 5.177e-05
done: every assertion held
```
